# When higher tunnel magnetoresistance barely improves magnetic field detectivity: verification in Python

```python
# RESULT UNDER TEST
# Equivalent field noise of a tunnel-magnetoresistance (TMR) sensor, one-sided, T^2/Hz:
#   S_B = S_mag + B_s^2 * s_el / p^2,   p = TMR/(TMR+2)
#   S_mag = 4 k T (loss_angle*B_s + omega*alpha/gamma) / (omega * Ms * volume)
# S_mag (free-layer noise) does not contain the TMR; only the electrical part does.
# B_s: stiffness field of the free layer (m_y = b/B_s); s_el: electrical current noise / I^2;
# alpha: Gilbert damping; gamma: gyromagnetic ratio; Ms: magnetization; p: conductance contrast.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

k_B, e, hbar, mu0 = const.k, const.e, const.hbar, const.mu_0
gamma = const.physical_constants['electron gyromag. ratio'][0]
rng = np.random.default_rng(12345)

# ---------- example parameters (round values, CoFeB/MgO-like regime) ----------
temp = 300.0                 # K
side = 10e-6                 # m
area0 = side**2              # m^2
thick = 5e-9                 # m, free layer
Ms = 1.2e6                   # A/m
B_s = 5e-3                   # T
alpha = 0.01
loss0 = 0.002                # rad, slow magnetic loss angle
volt = 0.05                  # V
RA = 1e4 * 1e-12             # ohm m^2, at perpendicular magnetizations
flicker = 1e-9 * 1e-12       # m^2, barrier 1/f parameter
amp = 1e-9                   # V/sqrt(Hz), amplifier
barrier = 1.5e-9             # m
B_pin = 0.1                  # T, rough stiffness of the reference layer
V_half = 0.5                 # V, rough bias at which TMR is halved
oxide, kappa = 200e-9, 1.4   # m, W/(m K), rough heat path below the junction
f_low, f_high = 10.0, 1e6    # Hz
kT = k_B * temp


def contrast(tmr):
    return tmr / (tmr + 2)


def s_mag(f, loss=loss0, area=area0):
    w = 2 * np.pi * f
    return 4 * kT * (loss * B_s + w * alpha / gamma) / (w * Ms * area * thick)


def s_el(f, area=area0):
    current = volt * area / RA
    shot = 2 * e / np.tanh(e * volt / (2 * kT)) / current
    return flicker / (area * f) + shot + (amp / volt)**2


def total(p, f, loss=loss0, area=area0):
    return np.sqrt(s_mag(f, loss, area) + B_s**2 * s_el(f, area) / p**2)


# ---------- test: angular conductance law from explicit spin channels ----------
pol = 0.6
dos = np.array([(1 + pol) / 2, (1 - pol) / 2])


def channel_conductance(angle):
    c, s = np.cos(angle / 2), np.sin(angle / 2)
    overlap = np.array([[c, -s], [s, c]])**2
    return dos @ overlap @ dos


g_par, g_anti = channel_conductance(0.0), channel_conductance(np.pi)
p_test = contrast(g_par / g_anti - 1)
for angle in (0.4, 1.3, 2.5):
    law = channel_conductance(np.pi / 2) * (1 + p_test * np.cos(angle))
    assert abs(channel_conductance(angle) / law - 1) < 1e-12

# ---------- test: thermal plus shot noise from Fermi functions ----------
x_bias = e * volt / kT


def fermi(u):
    return 1 / (1 + np.exp(u))


def forward(u):
    return fermi(u - x_bias) * (1 - fermi(u))


def backward(u):
    return fermi(u) * (1 - fermi(u - x_bias))


rate_f, rate_b = quad(forward, -40, 45)[0], quad(backward, -40, 45)[0]
noise_factor = (rate_f + rate_b) / (rate_f - rate_b)
assert abs(noise_factor * np.tanh(x_bias / 2) - 1) < 1e-6

# ---------- test: linear magnetization response against fluctuation-dissipation ----------
B_z = B_s + mu0 * Ms
moment = Ms * area0 * thick
S_thermal = 4 * kT * alpha / (gamma * moment)
for f in (1e6, 1e8, 1e9):
    w = 2 * np.pi * f
    matrix = np.array([[gamma * B_s + 1j * alpha * w, -1j * w],
                       [1j * w, gamma * B_z + 1j * alpha * w]])
    chi = gamma * np.linalg.inv(matrix)
    S_m = S_thermal * (abs(chi[0, 0])**2 + abs(chi[0, 1])**2)
    assert abs(S_m / (-4 * kT * chi[0, 0].imag / (w * moment)) - 1) < 1e-7
    extra = w**2 / ((gamma * B_z)**2 + (alpha * w)**2)
    assert abs(S_m / abs(chi[0, 0])**2 / (S_thermal * (1 + extra)) - 1) < 1e-9
extra_high = (2 * np.pi * f_high / (gamma * B_z))**2

# ---------- test: two-state jumps give a constant loss angle and 1/f noise ----------
# static relation for one jumper with states +1, -1 (energy in units of kT)


def jumper_mean(h):
    weights = np.exp(np.array([h, -h]))
    return (weights[0] - weights[1]) / weights.sum()


slope = (jumper_mean(1e-4) - jumper_mean(-1e-4)) / 2e-4
assert abs(slope - 1.0) < 1e-6      # equals the variance of the two states
log_tau = np.linspace(np.log(1e-10), np.log(1e4), 20001)
tau = np.exp(log_tau)
weight = 2 * loss0 / np.pi * (log_tau[1] - log_tau[0])
real_part = []
for f in (f_low, f_high):
    w = 2 * np.pi * f
    variance = kT * weight / (moment * B_s)
    S_jump = np.sum(4 * variance * tau / (1 + (w * tau)**2))
    S_formula = 4 * kT * loss0 / (w * moment * B_s)
    assert abs(S_jump / S_formula - 1) < 0.005     # finite range of jump times
    debye = weight * np.sum(1 / (1 + 1j * w * tau))
    assert abs(-debye.imag / loss0 - 1) < 0.005
    real_part.append(debye.real)
response_drop = 2 * loss0 / np.pi * np.log(f_high / f_low)
assert abs((real_part[0] - real_part[1]) / response_drop - 1) < 0.005

# ---------- test: stochastic nonlinear magnetization dynamics, constant-current readout ----
# reduced units: gamma = 1, fields in units of the demagnetizing scale, theta = kT/(Ms volume)
sim_stiff, sim_demag, sim_alpha, theta = 0.1, 0.9, 0.3, 1e-4
dt, burn, steps, copies = 0.1, 1000, 6000, 3000
half_signal = 1e-3
signal = np.array([[-half_signal], [half_signal]])
contrasts = np.array([contrast(1.0), contrast(2.0)])


def cross(a, b):
    return np.array([a[1] * b[2] - a[2] * b[1],
                     a[2] * b[0] - a[0] * b[2],
                     a[0] * b[1] - a[1] * b[0]])


def velocity(m, noise):
    field = np.array([noise[0] + sim_stiff * m[0],
                      noise[1] + signal + 0 * m[1],
                      noise[2] - sim_demag * m[2]])
    return -cross(m, field + sim_alpha * cross(m, field)) / (1 + sim_alpha**2)


mag = np.zeros((3, 2, copies))
mag[0] = 1.0
read_sum = np.zeros((2, 2, copies))
first, second = np.zeros((2, copies)), np.zeros((2, copies))
kick = np.sqrt(2 * sim_alpha * theta / dt)
for step in range(burn + steps):
    noise = kick * rng.standard_normal((3, copies))
    v1 = velocity(mag, noise)
    v2 = velocity(mag + dt * v1, noise)
    mag = mag + 0.5 * dt * (v1 + v2)
    mag /= np.sqrt(mag[0]**2 + mag[1]**2 + mag[2]**2)
    if step >= burn:
        first += mag[1]
        second += mag[1]**2
        for j in range(2):
            read_sum[j] += 1 / (1 + contrasts[j] * mag[1])
mean_my = first.mean(axis=1) / steps
var_my = (second.mean(axis=1) / steps - mean_my**2).mean()
equipartition = var_my / (theta / sim_stiff)
assert abs(equipartition - 1) < 0.02      # sampling, time step, finite angle
read_mean = read_sum / steps
sim_gain = np.abs(read_mean[:, 1].mean(axis=1) - read_mean[:, 0].mean(axis=1)) / (2 * half_signal)
sim_out = 2 * steps * dt * read_mean.var(axis=2).mean(axis=1)
sim_field = sim_out / sim_gain**2
sim_ratio = sim_field / (4 * sim_alpha * theta)
assert np.all(np.abs(sim_ratio - 1) < 0.10)     # about four standard errors of a variance
signal_ratio = sim_gain[1] / sim_gain[0]
noise_ratio = np.sqrt(sim_out[1] / sim_out[0])
assert abs(signal_ratio / (contrasts[1] / contrasts[0]) - 1) < 0.01
assert abs(noise_ratio / signal_ratio - 1) < 0.01

# ---------- test: full noise budget by Monte Carlo readout in a 1 Hz band ----------
G_mid = area0 / RA
I_mid = volt * G_mid
for f in (f_low, f_high):
    for tmr in (1.0, 2.0):
        G_anti = 2 * G_mid / (2 + tmr)
        G_para = (1 + tmr) * G_anti

        def read_current(m):
            return volt * (G_anti + (G_para - G_anti) * (1 + m) / 2)

        gain = (read_current(1e-6 / B_s) - read_current(-1e-6 / B_s)) / 2e-6
        m_noise = np.sqrt(s_mag(f)) / B_s * rng.standard_normal(400000)
        i_noise = I_mid * np.sqrt(s_el(f)) * rng.standard_normal(400000)
        measured = np.std(read_current(m_noise) + i_noise) / gain
        assert abs(measured / total(contrast(tmr), f) - 1) < 0.01

# ---------- test: crossover TMR and break-even loss angle ----------
cross_tmr = []
for f in (f_low, f_high):
    p_x = B_s * np.sqrt(s_el(f) / s_mag(f))
    assert p_x < 1
    t_x = 2 * p_x / (1 - p_x)
    root = brentq(lambda t: total(contrast(t), f)**2 / s_mag(f) - 2, 1e-3, 1e4)
    assert abs(root / t_x - 1) < 1e-6
    cross_tmr.append(t_x)
p1, p2 = contrast(1.0), contrast(2.0)
slow_part = 4 * kT * loss0 * B_s / (2 * np.pi * f_low * moment)
loss_rise = B_s**2 * s_el(f_low) * (1 / p1**2 - 1 / p2**2) / slow_part
assert abs(total(p2, f_low, loss0 * (1 + loss_rise)) / total(p1, f_low) - 1) < 1e-9
assert total(p2, f_low, loss0 * (1 + 2 * loss_rise)) > total(p1, f_low)

# ---------- sizes of neglected effects ----------
m_rms = np.sqrt(kT / (moment * B_s))
j_density = I_mid / area0
torque_field = hbar * j_density * np.sqrt(p2) / (2 * e * Ms * thick)
own_field = mu0 * j_density * side / 4
heating = volt * I_mid / area0 * oxide / kappa

# ---------- printed numbers ----------
print(f"temperature: {temp:.0f} K; junction side: {side*1e6:.0f} um")
print(f"free layer: thickness {thick*1e9:.0f} nm, Ms {Ms/1e3:.0f} kA/m")
print(f"stiffness field: {B_s*1e3:.1f} mT; Gilbert damping: {alpha:.3f}")
print(f"slow magnetic loss angle: {loss0:.4f} rad")
print(f"bias: {volt*1e3:.0f} mV; RA at mid-point: {RA*1e12:.0f} ohm um2")
print(f"mid-point resistance: {1/G_mid:.0f} ohm; current: {I_mid*1e3:.3f} mA")
print(f"barrier flicker parameter: {flicker*1e12:.1e} um2")
print(f"amplifier noise: {amp*1e9:.1f} nV/sqrt(Hz)")
print(f"shot-noise factor coth(eV/2kT): {noise_factor:.3f}")
for tmr in (1.0, 2.0):
    p = contrast(tmr)
    gain = I_mid * p / B_s
    print(f"TMR {tmr*100:.0f} %: contrast p = {p:.4f}, gain = {gain*1e3:.2f} uA/mT")
    print(f"  magnetic current noise at 10 Hz: {gain*np.sqrt(s_mag(f_low))*1e9:.3f} nA/sqrt(Hz)")
print(f"white magnetic field noise: {np.sqrt(S_thermal)*1e12:.1f} pT/sqrt(Hz)")
for f, t_x in zip((f_low, f_high), cross_tmr):
    print(f"frequency {f:.0f} Hz: magnetic field noise {np.sqrt(s_mag(f))*1e9:.4f} nT/sqrt(Hz)")
    print(f"  relative electrical noise: {np.sqrt(s_el(f)):.3e} 1/sqrt(Hz)")
    for tmr in (1.0, 2.0):
        p = contrast(tmr)
        print(f"  TMR {tmr*100:.0f} %: electrical part {B_s*np.sqrt(s_el(f))/p*1e9:.4f},"
              f" total {total(p, f)*1e9:.4f} nT/sqrt(Hz)")
    print(f"  fall of total, 100 to 200 % TMR: {100*(1-total(p2, f)/total(p1, f)):.2f} %")
    print(f"  total for infinite TMR: {total(1.0, f)*1e9:.4f} nT/sqrt(Hz)")
    print(f"  TMR at which both parts are equal: {t_x*100:.1f} %")
print(f"rise of loss angle that cancels the gain at 10 Hz: {100*loss_rise:.2f} %")
print(f"four times the area, TMR 100 %, 10 Hz: {total(p1, f_low, area=4*area0)*1e9:.3f} nT/sqrt(Hz)")
print(f"simulation: variance / equipartition value: {equipartition:.4f}")
print(f"simulation: signal ratio, 200 % to 100 % TMR: {signal_ratio:.4f}")
print(f"simulation: noise ratio, 200 % to 100 % TMR: {noise_ratio:.4f}")
print(f"simulation: field noise power / formula: {sim_ratio[0]:.4f} and {sim_ratio[1]:.4f}")
print(f"neglected: rms m_y {m_rms:.2e}; readout curvature p*m_y {p2*m_rms:.2e}")
print(f"neglected: reference-layer noise power / free-layer (pinning {B_pin*1e3:.0f} mT):"
      f" {100*B_s/B_pin:.1f} %")
print(f"neglected: spin-torque field {torque_field*1e6:.3f} uT; own field {own_field*1e6:.1f} uT")
print(f"barrier field ({barrier*1e9:.1f} nm): {volt/barrier/1e8:.2f} MV/cm; heating: {heating:.3f} K")
print(f"fall of TMR at this bias (half at {V_half:.1f} V): {100*volt/(2*V_half):.1f} %")
print(f"out-of-plane thermal-field correction at 1 MHz: {extra_high:.1e}")
print(f"fall of response, 10 Hz to 1 MHz: {100*response_drop:.2f} %")
print("no test failed")
```

Printed output:

```
temperature: 300 K; junction side: 10 um
free layer: thickness 5 nm, Ms 1200 kA/m
stiffness field: 5.0 mT; Gilbert damping: 0.010
slow magnetic loss angle: 0.0020 rad
bias: 50 mV; RA at mid-point: 10000 ohm um2
mid-point resistance: 100 ohm; current: 0.500 mA
barrier flicker parameter: 1.0e-09 um2
amplifier noise: 1.0 nV/sqrt(Hz)
shot-noise factor coth(eV/2kT): 1.338
TMR 100 %: contrast p = 0.3333, gain = 33.33 uA/mT
  magnetic current noise at 10 Hz: 2.210 nA/sqrt(Hz)
TMR 200 %: contrast p = 0.5000, gain = 50.00 uA/mT
  magnetic current noise at 10 Hz: 3.315 nA/sqrt(Hz)
white magnetic field noise: 39.6 pT/sqrt(Hz)
frequency 10 Hz: magnetic field noise 66.2929 nT/sqrt(Hz)
  relative electrical noise: 1.001e-06 1/sqrt(Hz)
  TMR 100 %: electrical part 15.0094, total 67.9708 nT/sqrt(Hz)
  TMR 200 %: electrical part 10.0063, total 67.0438 nT/sqrt(Hz)
  fall of total, 100 to 200 % TMR: 1.36 %
  total for infinite TMR: 66.4814 nT/sqrt(Hz)
  TMR at which both parts are equal: 16.3 %
frequency 1000000 Hz: magnetic field noise 0.2133 nT/sqrt(Hz)
  relative electrical noise: 3.560e-08 1/sqrt(Hz)
  TMR 100 %: electrical part 0.5340, total 0.5751 nT/sqrt(Hz)
  TMR 200 %: electrical part 0.3560, total 0.4150 nT/sqrt(Hz)
  fall of total, 100 to 200 % TMR: 27.83 %
  total for infinite TMR: 0.2779 nT/sqrt(Hz)
  TMR at which both parts are equal: 1007.5 %
rise of loss angle that cancels the gain at 10 Hz: 2.85 %
four times the area, TMR 100 %, 10 Hz: 33.986 nT/sqrt(Hz)
simulation: variance / equipartition value: 1.0041
simulation: signal ratio, 200 % to 100 % TMR: 1.5006
simulation: noise ratio, 200 % to 100 % TMR: 1.5007
simulation: field noise power / formula: 1.0395 and 1.0396
neglected: rms m_y 1.18e-03; readout curvature p*m_y 5.88e-04
neglected: reference-layer noise power / free-layer (pinning 100 mT): 5.0 %
neglected: spin-torque field 0.194 uT; own field 15.7 uT
barrier field (1.5 nm): 0.33 MV/cm; heating: 0.036 K
fall of TMR at this bias (half at 0.5 V): 5.0 %
out-of-plane thermal-field correction at 1 MHz: 5.6e-10
fall of response, 10 Hz to 1 MHz: 1.47 %
no test failed
```
